# The Lifshitz energy from the gap mode condition, and its Hamaker constant: a program that tests the result

```python
"""Lifshitz energy of two bodies across a vacuum gap, and its Hamaker constant.

Result under test (hbar = 1, zero temperature, frequency i*xi):
  E/area = 1/(4 pi^2) int k dk int dxi sum_pol ln(1 - r1 r2 exp(-2 kappa a))
  short distance: E/area = -A/(12 pi a^2),
  A = 3/(4 pi) int dxi Li3(D1 D2),  D = (eps - 1)/(eps + 1).
Symbols: a gap width, k in-plane wavevector, kappa^2 = k^2 + xi^2/c^2,
r1, r2 reflection amplitudes, eps = 1 + wp^2/(w0^2 + xi^2) for each body.
Energies and frequencies are in eV, lengths in angstrom (A in unit labels).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from mpmath import polylog

HBARC = const.hbar * const.c / const.e * 1e10      # eV angstrom
BODY1 = (10.0, 15.0)                               # (w0, wp) in eV
BODY2 = (6.0, 12.0)


def permittivity(xi, body):
    w0, wp = body
    return 1 + wp**2 / (w0**2 + xi**2)


def reflection(xi, kappa, body, pol, thickness=None):
    """Amplitude of a half-space, or of a slab if a thickness is given."""
    eps = permittivity(xi, body)
    kappa_in = np.sqrt(kappa**2 + (eps - 1) * xi**2 / HBARC**2)
    front = eps * kappa if pol == "TM" else kappa
    r = (front - kappa_in) / (front + kappa_in)
    if thickness is None:
        return r
    q = np.exp(-2 * kappa_in * thickness)
    return r * (1 - q) / (1 - r**2 * q)


# ---- 1. Zero-point sum of real modes in a closed box, at one fixed k ----
# Field G and matter coordinates X have the potential energy
# |B G - g X|^2/2 + w0^2 X^2/2; eliminating X gives Maxwell's equations with
# the oscillator permittivity. Periodic box, staggered grid.
K_TEST, SLAB, BOX = 0.002, 500.0, 6000.0
GAP_NEAR, GAP_FAR = 250.0, 750.0


def zero_point_energy(gap, pol, step):
    n = round(BOX / step)
    z = np.arange(n) * step
    one = np.eye(n)
    slope = (one - np.roll(one, -1, axis=1)) / step
    if pol == "TE":
        B = np.linalg.cholesky(slope.T @ slope + K_TEST**2 * one)
        position = z
    else:
        B = np.vstack([slope, K_TEST * one])
        position = np.concatenate([z, z + step / 2])
    B = HBARC * B
    g2 = np.zeros(len(position))
    res2 = np.zeros(len(position))
    for start, (w0, wp) in ((1000.0, BODY1), (1000.0 + SLAB + gap, BODY2)):
        distance = np.abs(position - start - SLAB / 2) - SLAB / 2
        # a node lying on a surface belongs half to the body
        share = np.where(distance < -step / 4, 1.0,
                         np.where(distance < step / 4, 0.5, 0.0))
        g2 += share * wp**2
        res2[share > 0] = w0**2
    keep = g2 > 0
    coupling = -B[keep].T * np.sqrt(g2[keep])
    matrix = np.block([[B.T @ B, coupling],
                       [coupling.T, np.diag(res2[keep] + g2[keep])]])
    return 0.5 * np.sum(np.sqrt(np.linalg.eigvalsh(matrix)))


def log_mode_function(xi, gap, pol):
    kappa = np.sqrt(K_TEST**2 + xi**2 / HBARC**2)
    rr = (reflection(xi, kappa, BODY1, pol, SLAB)
          * reflection(xi, kappa, BODY2, pol, SLAB))
    return np.log1p(-rr * np.exp(-2 * kappa * gap))


print(f"hbar c = {HBARC:.3f} eV A")
print(f"body 1: w0 = {BODY1[0]:.1f} eV, wp = {BODY1[1]:.1f} eV")
print(f"body 2: w0 = {BODY2[0]:.1f} eV, wp = {BODY2[1]:.1f} eV")
print(f"static permittivities: {permittivity(0, BODY1):.3f}, "
      f"{permittivity(0, BODY2):.3f}")
print(f"box test: k = {K_TEST} 1/A, slabs {SLAB:.0f} A, box {BOX:.0f} A")
print(f"box test: energy at gap {GAP_NEAR:.0f} A minus {GAP_FAR:.0f} A")
for pol in ("TM", "TE"):
    coarse, fine = [zero_point_energy(GAP_NEAR, pol, h)
                    - zero_point_energy(GAP_FAR, pol, h) for h in (25.0, 12.5)]
    mode_sum = (4 * fine - coarse) / 3             # removes the step^2 error
    contour = quad(lambda x: log_mode_function(x, GAP_NEAR, pol)
                   - log_mode_function(x, GAP_FAR, pol),
                   0, np.inf, limit=200)[0] / (2 * np.pi)
    print(f"  {pol} sum over modes  = {mode_sum:.7f} eV")
    print(f"  {pol} xi integral     = {contour:.7f} eV")
    assert abs(mode_sum / contour - 1) < 1e-3

# ---- 2. Half-spaces: no TE root below the light line ----
k_line, gap_line = 0.01, 100.0
omega = np.linspace(0.001, 0.999, 4001) * k_line * HBARC
kappa_real = np.sqrt(k_line**2 - omega**2 / HBARC**2)
product = np.exp(-2 * kappa_real * gap_line).astype(complex)
for w0, wp in (BODY1, BODY2):
    eps_real = 1 + wp**2 / (w0**2 - omega**2)
    inside = np.sqrt(k_line**2 - eps_real * omega**2 / HBARC**2 + 0j)
    product *= (kappa_real - inside) / (kappa_real + inside)
largest = np.max(np.abs(product))
print(f"TE below light line (k = {k_line} 1/A, a = {gap_line:.0f} A):")
print(f"  largest |r1 r2 exp(-2 kappa a)| = {largest:.4f} (no unit)")
assert largest < 1

# ---- 3. Absorbing bodies as many undamped oscillators, nonretarded ----
GAMMA, KA = 2.0, 1.0
w0, wp = BODY1
count = 600
u = (np.arange(count) + 0.5) / count
freq = w0 * u / (1 - u)
width = w0 / (1 - u)**2 / count
absorption = wp**2 * GAMMA * freq / ((w0**2 - freq**2)**2 + (GAMMA * freq)**2)
amplitude = np.sqrt(2 / np.pi * freq * absorption * width)


def oscillator_energy(s):
    m = np.diag(freq**2) + (1 - s) / 2 * np.outer(amplitude, amplitude)
    return 0.5 * np.sum(np.sqrt(np.linalg.eigvalsh(m)))


damped_modes = (oscillator_energy(np.exp(-KA)) + oscillator_energy(-np.exp(-KA))
                - 2 * oscillator_energy(0.0))


def damped_log(xi):
    chi = wp**2 / (w0**2 + xi**2 + GAMMA * xi)
    return np.log1p(-(chi / (chi + 2))**2 * np.exp(-2 * KA))


damped_integral = quad(damped_log, 0, np.inf)[0] / (2 * np.pi)
print(f"two bodies 1 with damping {GAMMA:.1f} eV, k a = {KA:.1f}:")
print(f"  sum over {count} oscillators = {damped_modes:.6f} eV")
print(f"  xi integral, damped eps = {damped_integral:.6f} eV")
assert abs(damped_modes / damped_integral - 1) < 1e-3


# ---- 4. Hamaker constant and the coupled surface modes ----
def surface_ratio(xi, body):
    eps = permittivity(xi, body)
    return (eps - 1) / (eps + 1)


def hamaker(b1, b2):
    return 3 / (4 * np.pi) * quad(
        lambda x: float(polylog(3, surface_ratio(x, b1) * surface_ratio(x, b2))),
        0, np.inf)[0]


def surface_frequency(body):
    return np.sqrt(body[0]**2 + body[1]**2 / 2)


ws1, ws2 = surface_frequency(BODY1), surface_frequency(BODY2)


def coupled_modes(ka):
    link = BODY1[1] * BODY2[1] / 2 * np.exp(-ka)
    return np.sqrt(np.linalg.eigvalsh([[ws1**2, link], [link, ws2**2]]))


low, high = coupled_modes(KA)
shift = 0.5 * (low + high - ws1 - ws2)
shift_integral = quad(lambda x: np.log1p(
    -surface_ratio(x, BODY1) * surface_ratio(x, BODY2) * np.exp(-2 * KA)),
    0, np.inf)[0] / (2 * np.pi)
assert abs(shift / shift_integral - 1) < 1e-6
A12, A11, A22 = (hamaker(BODY1, BODY2), hamaker(BODY1, BODY1),
                 hamaker(BODY2, BODY2))
A_modes = -3 * quad(lambda x: x * (np.sum(coupled_modes(x)) - ws1 - ws2),
                    0, 40, limit=200)[0]
assert abs(A_modes / A12 - 1) < 1e-6
d1, d2 = surface_ratio(0, BODY1), surface_ratio(0, BODY2)
A_lead = 3 / 8 * d1 * d2 * ws1 * ws2 / (ws1 + ws2)
lead_quad = 3 / (4 * np.pi) * quad(
    lambda x: surface_ratio(x, BODY1) * surface_ratio(x, BODY2), 0, np.inf)[0]
assert abs(A_lead / lead_quad - 1) < 1e-7
assert A_lead < A12 < np.sqrt(A11 * A22)
print(f"static D1 = {d1:.4f}, D2 = {d2:.4f} (no unit)")
print(f"single-surface modes: {ws1:.4f} eV, {ws2:.4f} eV")
print(f"coupled modes at k a = {KA:.1f}: {high:.4f} eV, {low:.4f} eV")
print(f"zero-point shift, modes  = {shift:.6f} eV")
print(f"zero-point shift, xi int = {shift_integral:.6f} eV")
print(f"Hamaker A12, Li3 integral = {A12:.5f} eV")
print(f"Hamaker A12, mode shifts  = {A_modes:.5f} eV")
print(f"Hamaker A12 = {A12 * const.e * 1e21:.2f} zJ")
print(f"leading term of A12 = {A_lead:.5f} eV")
print(f"leading term / A12 = {A_lead / A12:.4f} (no unit)")
print(f"A11 = {A11:.5f} eV, A22 = {A22:.5f} eV")
print(f"sqrt(A11 A22) = {np.sqrt(A11 * A22):.5f} eV")

# ---- 5. Full retarded energy and pressure of half-spaces ----
x_leg, w_leg = np.polynomial.legendre.leggauss(200)
v, v_weight = (x_leg + 1) / 2, w_leg / 2
stretch = (v / (1 - v))**2
stretch_weight = v_weight * 2 * v / (1 - v)**3


def lifshitz(a, ideal=False):
    """Energies per area [TM, TE] in eV/A^2 and total pressure in eV/A^3."""
    scale = 1 / (1 / 15.0 + 2 * a / HBARC)
    xi = (scale * stretch)[:, None]
    kappa = xi / HBARC + (2 * stretch)[None, :] / (2 * a)
    weight = np.outer(scale * stretch_weight, 2 * stretch_weight / (2 * a))
    energies, pressure = [], 0.0
    for pol in ("TM", "TE"):
        rr = 1.0 if ideal else (reflection(xi, kappa, BODY1, pol)
                                * reflection(xi, kappa, BODY2, pol))
        y = rr * np.exp(-2 * kappa * a)
        energies.append(np.sum(weight * kappa * np.log1p(-y)) / (4 * np.pi**2))
        pressure -= np.sum(weight * kappa**2 * y / (1 - y)) / (2 * np.pi**2)
    return np.array(energies), pressure


mirror_energy, mirror_pressure = lifshitz(1000.0, ideal=True)
mirror_formula = -np.pi**2 * HBARC / (720 * 1000.0**3)
assert abs(mirror_energy.sum() / mirror_formula - 1) < 1e-5
assert abs(mirror_pressure / (3 * mirror_formula / 1000.0) - 1) < 1e-5
print(f"ideal mirrors, 1000 A: integral {mirror_energy.sum():.6e} eV/A^2")
print(f"ideal mirrors, 1000 A: formula  {mirror_formula:.6e} eV/A^2")

delta = 0.1
slope_pressure = (lifshitz(100 - delta)[0].sum()
                  - lifshitz(100 + delta)[0].sum()) / (2 * delta)
assert abs(slope_pressure / lifshitz(100.0)[1] - 1) < 1e-4


def nonretarded(a):
    return -A12 / (12 * np.pi * a**2)


tiny, _ = lifshitz(1.0)        # numerical limit only, not a physical gap
assert abs(tiny.sum() / nonretarded(1.0) - 1) < 5e-3
assert tiny[1] / tiny.sum() < 1e-3

energy10, pressure10 = lifshitz(10.0)
to_mJ = const.e * 1e20 * 1e3
to_MPa = const.e * 1e30 / 1e6
print(f"a = 10 A: full energy  = {energy10.sum():.5e} eV/A^2")
print(f"a = 10 A: -A/(12pi a^2) = {nonretarded(10.0):.5e} eV/A^2")
print(f"a = 10 A: full energy  = {energy10.sum() * to_mJ:.4f} mJ/m^2")
print(f"a = 10 A: pressure     = {pressure10:.5e} eV/A^3")
print(f"a = 10 A: pressure     = {pressure10 * to_MPa:.3f} MPa")
print("a (A) | full/nonretarded | TE share | d ln|E|/d ln a")
ratios, exponents = [], []
for a in (10.0, 100.0, 1000.0, 1e4, 1e5):
    energies, pressure = lifshitz(a)
    total = energies.sum()
    ratios.append(total / nonretarded(a))
    exponents.append(-a * pressure / total)
    print(f"{a:8.0f} | {ratios[-1]:.5f} | {energies[1] / total:.5f} | "
          f"{exponents[-1]:.4f}")
assert ratios[1] > ratios[2] > ratios[3] > ratios[4]
assert abs(exponents[0] + 2) < 0.05
assert abs(exponents[-1] + 3) < 0.02

print("all good")
```

It prints:

```
hbar c = 1973.270 eV A
body 1: w0 = 10.0 eV, wp = 15.0 eV
body 2: w0 = 6.0 eV, wp = 12.0 eV
static permittivities: 3.250, 5.000
box test: k = 0.002 1/A, slabs 500 A, box 6000 A
box test: energy at gap 250 A minus 750 A
  TM sum over modes  = -0.0562738 eV
  TM xi integral     = -0.0562736 eV
  TE sum over modes  = -0.0078079 eV
  TE xi integral     = -0.0078079 eV
TE below light line (k = 0.01 1/A, a = 100 A):
  largest |r1 r2 exp(-2 kappa a)| = 0.7184 (no unit)
two bodies 1 with damping 2.0 eV, k a = 1.0:
  sum over 600 oscillators = -0.064264 eV
  xi integral, damped eps = -0.064264 eV
static D1 = 0.5294, D2 = 0.6667 (no unit)
single-surface modes: 14.5774 eV, 10.3923 eV
coupled modes at k a = 1.0: 14.9033 eV, 9.9193 eV
zero-point shift, modes  = -0.073552 eV
zero-point shift, xi int = -0.073552 eV
Hamaker A12, Li3 integral = 0.82709 eV
Hamaker A12, mode shifts  = 0.82709 eV
Hamaker A12 = 132.51 zJ
leading term of A12 = 0.80299 eV
leading term / A12 = 0.9709 (no unit)
A11 = 0.78407 eV, A22 = 0.89984 eV
sqrt(A11 A22) = 0.83996 eV
ideal mirrors, 1000 A: integral -2.704916e-08 eV/A^2
ideal mirrors, 1000 A: formula  -2.704916e-08 eV/A^2
a = 10 A: full energy  = -2.14631e-04 eV/A^2
a = 10 A: -A/(12pi a^2) = -2.19393e-04 eV/A^2
a = 10 A: full energy  = -3.4388 mJ/m^2
a = 10 A: pressure     = -4.36015e-05 eV/A^3
a = 10 A: pressure     = -6.986 MPa
a (A) | full/nonretarded | TE share | d ln|E|/d ln a
      10 | 0.97829 | 0.00139 | -2.0315
     100 | 0.69944 | 0.03207 | -2.3460
    1000 | 0.15279 | 0.10617 | -2.9194
   10000 | 0.01600 | 0.11494 | -2.9989
  100000 | 0.00160 | 0.11505 | -3.0000
all good
```
